# Transamination of a Metal Amide with Removal of the Released Amine

**The situation.** A metal precursor M–A carries one exchangeable dimethylamide ligand A. In toluene it reacts with dibutylamine, HB, and releases dimethylamine, HA:

$$\mathrm{M{-}A + HB \rightleftharpoons M{-}B + HA},\qquad K=\frac{[\mathrm{M{-}B}][\mathrm{HA}]}{[\mathrm{M{-}A}][\mathrm{HB}]}=0.01 .$$

The initial concentrations of M–A and HB are both $C_0=0.50$ mol/L, no product is present at the start, and the temperature is 298.15 K. The value of $K$ is chosen for the exercise and is not a measurement on a particular metal. Unless a part says otherwise, the solution is ideal, its volume is constant, and M–A, M–B and HB stay in it. The conversion $x$ is the fraction of the initial metal present as M–B.

## Part (a)

**Question.** Find the equilibrium conversion in a closed vessel without a gas space, and the standard reaction Gibbs energy.

**Answer.** Each exchange consumes one M–A and one HB and forms one M–B and one HA. Hence

$$[\mathrm{M{-}A}]=[\mathrm{HB}]=(1-x)C_0,\qquad [\mathrm{M{-}B}]=[\mathrm{HA}]=xC_0 .$$

Two concentrations stand above and two below the fraction line in $K$, so $C_0^2$ cancels:

$$\frac{x^2}{(1-x)^2}=K .$$

Since $0<x<1$, both $x$ and $1-x$ are positive, and the positive square root applies:

$$\frac{x}{1-x}=\sqrt K
\;\Rightarrow\; x=\sqrt K-x\sqrt K
\;\Rightarrow\; x_{\rm c}=\frac{\sqrt K}{1+\sqrt K}=\frac{0.1}{1.1}=\frac1{11}.$$

The closed vessel gives 9.1 percent conversion, whatever the value of $C_0$. The solution contains 0.045 mol/L each of M–B and HA, and 0.455 mol/L each of M–A and HB.

The standard reaction Gibbs energy is

$$\Delta G^\circ=-RT\ln K=+11.4\ \text{kJ/mol}.$$

The positive sign means that the reaction would run backwards if all four species were at standard concentration. It does not forbid a partial forward reaction from a mixture that contains no product.

## Part (b)

**Question.** The free HA in solution is now held at $\lambda C_0$ with $\lambda=0.01$. Find the new equilibrium conversion and the amount of HA that has left the solution.

**Answer.** The metal and HB balances are unchanged, but $[\mathrm{HA}]$ is now $\lambda C_0$ instead of $xC_0$. The equilibrium condition becomes

$$\frac{\lambda x}{(1-x)^2}=K .$$

With $q=\lambda/K$ this reads $(1-x)^2=qx$. Expanding the square and collecting terms gives

$$x^2-(2+q)x+1=0,$$

$$x=\frac{2+q\pm\sqrt{(2+q)^2-4}}2
=1+\frac q2\pm\sqrt{q+\frac{q^2}{4}} .$$

The product of the two roots is 1, so for $q>0$ one lies below 1 and the other above. A conversion above 1 would require a negative amount of M–A, so the minus sign is correct. Here $\lambda=K$, hence $q=1$ and

$$x_{\rm o}=\frac{3-\sqrt5}{2}=0.382 .$$

The conversion has risen from 9.1 to 38.2 percent, a factor of 4.2. Substitution confirms the result: $0.01\times0.382/(0.618)^2=0.0100$.

The word "free" matters. The HA formed in total is $x_{\rm o}C_0=0.191$ mol/L, of which 0.005 mol/L remains in solution. The amount removed is therefore

$$(x_{\rm o}-\lambda)C_0=0.372\times0.50=0.186\ \text{mol per litre of solution}.$$

## Part (c)

**Question.** Explain the direction of the change. Does holding HA at a fixed level always raise the conversion above the closed-vessel value? What level is needed for 90 percent conversion?

**Answer.** Suppose the closed mixture has reached equilibrium and its free HA is suddenly lowered from $x_{\rm c}C_0$ to $\lambda C_0$. Before any further reaction, the quotient $Q$ of the concentrations has fallen in the same proportion:

$$\frac QK=\frac{\lambda}{x_{\rm c}}=\frac{0.01}{0.0909}=0.11 .$$

The reaction Gibbs energy $RT\ln(Q/K)$ is then negative, and the forward reaction proceeds. Neither $K$ nor $\Delta G^\circ$ has changed.

To find the general trend, differentiate $\lambda x=K(1-x)^2$ with respect to $\lambda$ at constant $K$:

$$x+\lambda\frac{dx}{d\lambda}=-2K(1-x)\frac{dx}{d\lambda}
\;\Rightarrow\;
\frac{dx}{d\lambda}=-\frac{x}{\lambda+2K(1-x)}<0 .$$

A lower held level thus gives a higher conversion. At $\lambda=x_{\rm c}$ the condition is satisfied by $x=x_{\rm c}$, so the two arrangements agree there. Holding HA raises the conversion only if $\lambda<1/11$. Above that level the reservoir must supply HA, and the conversion falls below 9.1 percent.

Two limits show the scale on which $\lambda$ acts:

- For $\lambda\ll K$, $x$ is close to 1, and $(1-x)^2=qx$ gives $1-x\approx\sqrt{\lambda/K}$. The unreacted fraction falls only as the square root of the held level, because M–A and HB run out together.
- For $\lambda\gg K$, $x$ is small, and $qx\approx1$ gives $x\approx K/\lambda$.

The example lies between these limits and is sensitive to the level. Halving $\lambda$ raises the conversion to 50 percent, and doubling it lowers the conversion to 27 percent.

For a chosen conversion, the equilibrium condition is solved for $\lambda$:

$$\lambda=\frac{K(1-x)^2}{x}=\frac{0.01\times(0.10)^2}{0.90}=1.1\times10^{-4}.$$

This is $5.6\times10^{-5}$ mol/L of free HA, ninety times less than in part (b).

## Part (d)

**Question.** Dimethylamine is swept out by an inert gas at 1 atm (760 Torr), starting from the closed equilibrium and stopping when $\lambda=0.01$ is reached. Rough vapour pressures of the pure liquids at 298 K are $p_A=1500$ Torr for dimethylamine, $p_B=2$ Torr for dibutylamine and $p_s=30$ Torr for toluene. For the total concentration of the solution, use the value for pure toluene, roughly $c_s=9.4$ mol/L. Estimate the dimethylamine pressure over the solution, the gas required, and the losses of dibutylamine and toluene.

**Answer.** The mole fraction of HA is about $[\mathrm{HA}]/c_s$. The precursor and dibutylamine take up some of the volume, so the true total concentration is lower by roughly ten percent. This correction is left out below; it would raise the HA pressure and lower the gas required by about the same proportion. With $c_s$ as given, Raoult's law yields, at the end of the sweep,

$$p_{\rm HA}=\frac{0.005}{9.4}\times1500\ \text{Torr}=0.80\ \text{Torr},$$

compared with 7.3 Torr at the closed equilibrium.

Let $\ell=[\mathrm{HA}]/C_0$ during the sweep, and let $r$ be the HA removed, in units of $C_0$. Assume that the reaction stays at equilibrium and that the gas leaves in vapour equilibrium with the solution. When $dN$ moles of gas leave per litre of solution at total pressure $P$, they carry away

$$C_0\,dr=\frac{p_{\rm HA}}{P}\,dN=\frac{\ell C_0}{c_s}\frac{p_A}{P}\,dN .$$

It is convenient to define $G=Np_A/(Pc_s)$, so that $dr=\ell\,dG$. The HA balance is $r=x-\ell$. If the small loss of HB is ignored for the moment, equilibrium also gives $\ell=K(1-x)^2/x$. Therefore

$$G=\int\frac{dx-d\ell}{\ell}
=\frac1K\int_{x_{\rm c}}^{x_{\rm o}}\frac{x\,dx}{(1-x)^2}+\ln\frac{x_{\rm c}}{\lambda}.$$

The sign of the logarithm is positive because $\ell$ falls from $x_{\rm c}$ to $\lambda$. Writing $x=1-(1-x)$ splits the integrand into $1/(1-x)^2-1/(1-x)$, whose integral is $1/(1-x)+\ln(1-x)$. Hence

$$G=\frac{1.137-1.005}{0.01}+2.2\approx15 .$$

The gas leaving is $N=GPc_s/p_A\approx73$ mol, or about 1800 L per litre of solution; about $p_s/P\approx4$ percent of it is toluene vapour. This figure takes the activity coefficient of the dilute dimethylamine as 1; at the same $K$, $N$ varies inversely with that coefficient. At 1 L/min this takes some 30 hours. Gas that leaves without reaching vapour equilibrium removes less HA, and more of it is then needed.

Dibutylamine is carried off too. With $s$ the HB lost in units of $C_0$, the same argument gives $ds/dG=(p_B/p_A)(1-x-s)$. Numerical integration of this equation together with $dr/dG=\ell$ gives a loss of 1.5 percent of the HB supplied, and the final conversion is 37.8 instead of 38.2 percent.

Raoult's law for toluene gives a fractional loss of about $Gp_s/p_A$, or 30 percent. That is too large to be consistent with constant volume, so the figure is only a first estimate: as the liquid shrinks, reaching the same HA concentration takes more gas, and the loss is larger. To keep the volume nearly constant, the sweep gas can be saturated with toluene beforehand, or the lost toluene can be replaced during the sweep.

## Part (e)

**Question.** Suppose that the metal carries four equivalent, independent amide ligands, still with one HB per metal and $\lambda=0.01$. The constant of the first exchange remains $K=0.01$. How many ligands are exchanged per metal?

**Answer.** Let $p$ be the probability that a given site is exchanged, and let $k$ be the equilibrium constant of one site. Independence gives the ratio of singly exchanged to unexchanged metal as $4p(1-p)^3/(1-p)^4=4p/(1-p)$. The first-exchange constant is therefore $K=4k$, and $k=0.0025$.

With $y=4p$ exchanged ligands per metal, the free HB is $(1-y)C_0$. The site equilibrium becomes

$$\frac{\lambda p}{(1-p)(1-y)}=\frac{\lambda y}{(4-y)(1-y)}=\frac K4 .$$

For $\lambda=K$ this is $4y=(4-y)(1-y)$, or $y^2-9y+4=0$. The root below 1 is

$$y=\frac{9-\sqrt{65}}2=0.469 .$$

More amine is bound than in part (b), but the product is a mixture. Of the metal, 32.3 percent has exactly one exchanged ligand, 7.0 percent has two or more, and the rest has none.

## Part (f)

**Question.** Which assumptions limit the use of the 38.2 percent figure for a real precursor?

**Answer.** Tetrakis(dimethylamido)titanium is a real precursor with four amide ligands, so part (e) is closer to it than part (b) in ligand count. Its sites need not be independent, since a bulky ligand can hinder the next exchange. The value of $K$ depends on the metal and on both amines and must be measured for the pair in use.

The other corrections can be sized for the numbers used here, with one exchangeable ligand:

- **Temperature.** If the standard reaction entropy is zero and the enthalpy is constant, $\ln K$ varies as $1/T$. Warming to 333.15 K then gives $K=0.0162$. With $\lambda$ unchanged, the conversion becomes 46.5 percent, compared with 11.3 percent in the closed vessel at that temperature.
- **Volume.** Dimethylamine occupies roughly 0.07 L/mol as a liquid. Removing 0.186 mol shrinks each litre by about 1.3 percent. At the same held concentration, less HA remains in total, and the conversion becomes 38.4 percent.

Association of the metal amides and nonideal activities would change the equilibrium condition itself, and their effect is not estimated here. Slow exchange would leave the conversion below its equilibrium value when the sweep stops. An error of a factor of two in $\lambda/K$, in either direction, would matter far more than the volume and dibutylamine corrections: it would move the conversion to 27 or 50 percent. The numerical output below lists the values used.

## Numbers as computed

```
equilibrium constant: 0.01
held HA / initial metal: 0.01
initial metal = initial incoming amine: 0.5 mol/L
temperature: 298.15 K
standard reaction Gibbs energy: 11.42 kJ/mol
closed conversion: 9.091 percent
open conversion: 38.2 percent
conversion ratio open/closed: 4.202
rejected root for x: 2.618
K from substituting open result: 0.01
closed: M-B = free HA: 0.04545 mol/L
closed: M-A = HB: 0.4545 mol/L
open: M-B: 0.191 mol/L
open: M-A = HB: 0.309 mol/L
open: free HA: 0.005 mol/L
HA removed per litre: 0.186 mol/L
HA removed / initial metal: 0.372
slope dx/d(held) at held level: -17.08
HA level for 90 percent / initial metal: 0.0001111
HA level for 90 percent: 5.556e-05 mol/L
Rough inputs and sizes of neglected effects
toluene molarity: 9.4 mol/L
pure dimethylamine pressure: 1500 Torr
pure dibutylamine pressure: 2 Torr
pure toluene pressure: 30 Torr
dimethylamine molar volume: 0.07 L/mol
HA pressure, closed equilibrium: 7.3 Torr
HA pressure, held level: 0.8 Torr
conversion, held level halved: 50 percent
conversion, held level doubled: 26.79 percent
warm temperature: 333.15 K
K when warm, zero reaction entropy: 0.0162
closed conversion when warm: 11.3 percent
open conversion when warm: 46.5 percent
volume shrinkage: 1.3 percent
conversion with shrinkage: 38.4 percent
incoming amine lost in sweep: 1.5 percent
conversion with that loss: 37.8 percent
exit gas per litre solution at 1 atm: 1.8e+03 L
toluene lost without pre-saturation: 30 percent
four sites: site constant: 0.0025
four sites: exchanged ligands per metal: 0.469
four sites: metal with one exchanged: 32.3 percent
four sites: metal with two or more exchanged: 7.01 percent
four sites: metal with at least one exchanged: 39.3 percent
```
